\section*{Thermophoretic drift of a small sphere in a free-molecular monatomic gas, part 2}

A sphere of radius $R$ drifts at velocity $\mathbf V$ through a monatomic gas with heat flux $\mathbf q=-\kappa\nabla T$. The gas has atomic mass $m$, density $n$, temperature $T$, pressure $p=nk_BT$ and mean atomic speed $\bar v=\sqrt{8k_BT/(\pi m)}$. Formulas hold in any consistent units.

The theorem for $\mathbf V$ below assumes: (a) $R\ll\lambda$, the mean free path; (b) a weak gradient and no mean gas flow; (c) a fraction $\alpha$ of atoms re-emitted diffusely at temperature $T_w$, the rest specularly; (d) one particle temperature, $T_w=T$; (e) no other force.
\begin{equation}
\mathbf F_{th}=\frac{32}{15}\frac{CR^2\mathbf q}{\bar v},\qquad
\mathbf V=\frac{C\mathbf q}{5p(1+\pi\alpha/8)},\qquad
C=\sum_{k\ge1}\frac{b_kM_k}{b_1M_1}.
\label{carried}
\end{equation}
The drag is
\begin{equation}
\mathbf F_d=-\frac{32}{3}\,\frac{pR^2}{\bar v}
\left(1+\frac{\pi\alpha}{8}\sqrt{\frac{T_w}{T}}\right)\mathbf V .
\label{drag}
\end{equation}
A diffusely emitted atom carries mean normal momentum $P_w=\sqrt{\pi mk_BT_w/2}$ and mean energy $2k_BT_w$. Lemma 1 showed that specular reflection of a uniform beam from a sphere is isotropic.

With $c_0=\sqrt{2k_BT/m}$ and $\mathbf w=\mathbf c/c_0$ for atomic velocity $\mathbf c$, the gas distribution is $f_0(1+\phi)$, where $f_0\propto e^{-w^2}$ is the Maxwellian, $\phi=\sum_{k\ge1}b_k\boldsymbol\Psi_k\cdot\nabla\ln T$ and $\boldsymbol\Psi_k=S_k(w^2)\mathbf w$. The Sonine polynomials are $S_1=\tfrac52-w^2$ and $S_2=\tfrac{35}8-\tfrac72w^2+\tfrac12w^4$. Only $k=1$ carries heat. Averages over $f_0$ give $M_k=\langle w^3S_k\rangle$, $M_1=-2/\sqrt\pi$, $\langle w^3\rangle=4/\sqrt\pi$, $\langle w^5\rangle=12/\sqrt\pi$, $\langle w^7\rangle=48/\sqrt\pi$.

The linearized Boltzmann equation is $\sum_kb_k\mathcal L\boldsymbol\Psi_k=c_0f_0\boldsymbol\Psi_1$, with
\[
\mathcal L\phi=\int f_0f_{0,1}\,v_{rel}\,\sigma\,
(\phi+\phi_1-\phi'-\phi_1')\,d\Omega\,d^3c_1 .
\]
Here $v_{rel}$ is the relative speed, $\sigma$ the differential cross section, index 1 the collision partner, and primes mark values after the collision. Hence
\begin{equation}
\sum_kB_{jk}b_k=\frac{15}4nc_0\delta_{j1},\qquad
B_{jk}=\int\boldsymbol\Psi_j\cdot\mathcal L\boldsymbol\Psi_k\,d^3c .
\label{system}
\end{equation}
By symmetry, the integrand of $B_{jk}$ may be replaced by $\frac14\Delta_j\cdot\Delta_k$, where $\Delta_k$ is the change of $\mathbf P_k=\boldsymbol\Psi_k+\boldsymbol\Psi_{k,1}$ in the collision.

\subsection{Lemma 5: the collision matrix as a covariance}

For hard spheres of diameter $d$ the relative velocity is reflected specularly from a sphere of radius $d$. By the proof of Lemma 1 its new direction is isotropic; the total cross section is $\pi d^2$. In units of $c_0$ let
\begin{equation}
\mathbf w=\mathbf W+\tfrac12\mathbf g,\qquad
\mathbf w_1=\mathbf W-\tfrac12\mathbf g .
\end{equation}
A collision preserves $\mathbf W$ and $g=|\mathbf g|$ and gives $\mathbf g$ a new direction independent of the old one. For two independent values of a random vector, the mean product of differences is twice the covariance. Hence
\begin{equation}
B_{jk}=\tfrac12n^2\pi d^2c_0\,E[g\,K_{jk}],\qquad
K_{jk}=\overline{\mathbf P_j\cdot\mathbf P_k}
-\overline{\mathbf P}_j\cdot\overline{\mathbf P}_k .
\label{cov}
\end{equation}
The bar averages over directions of $\mathbf g$ at fixed $\mathbf W$ and $g$, and $E$ averages over pairs of atoms with weight $e^{-w^2-w_1^2}=e^{-2W^2-g^2/2}$.

Parts of $\mathbf P_k$ that do not depend on the direction of $\mathbf g$ drop out of $K_{jk}$. With $A=W^2+g^2/4$ and $t=\mathbf W\cdot\mathbf g$ the squared velocities are $A\pm t$, so that
\begin{align}
w^2\mathbf w+w_1^2\mathbf w_1&=2A\mathbf W+t\mathbf g,\\
w^4\mathbf w+w_1^4\mathbf w_1&=2(A^2+t^2)\mathbf W+2At\mathbf g .
\end{align}
The direction-dependent parts of $\mathbf P_1$ and $\mathbf P_2$ are therefore $-t\mathbf g$ and $a\,t\mathbf g+t^2\mathbf W$, with $a=A-\frac72$. The averages $\overline{t^2}=W^2g^2/3$, $\overline{t^4}=W^4g^4/5$ and $\overline{t\mathbf g}=g^2\mathbf W/3$ give three elementary covariances:
\begin{align}
t\mathbf g\text{ with }t\mathbf g:&\quad
W^2g^4\left(\tfrac13-\tfrac19\right)=\tfrac29W^2g^4,\\
t\mathbf g\text{ with }t^2\mathbf W:&\quad
W^4g^4\left(\tfrac15-\tfrac19\right)=\tfrac4{45}W^4g^4,\\
t^2\mathbf W\text{ with }t^2\mathbf W:&\quad
W^6g^4\left(\tfrac15-\tfrac19\right)=\tfrac4{45}W^6g^4 .
\end{align}
Consequently
\begin{align}
K_{11}&=\tfrac29W^2g^4,\qquad
K_{12}=-\tfrac29aW^2g^4-\tfrac4{45}W^4g^4,\\
K_{22}&=\tfrac29a^2W^2g^4+\tfrac8{45}aW^4g^4+\tfrac4{45}W^6g^4 .
\end{align}

The moments of $W$ are $E[W^2]=\frac34$, $E[W^4]=\frac{15}{16}$, $E[W^6]=\frac{105}{64}$. With $\gamma=\sqrt{2/\pi}$ those of $g$ are $E[g^5]=48\gamma$, $E[g^7]=384\gamma$, $E[g^9]=3840\gamma$. The first two matrix elements follow from
\begin{align}
E[gK_{11}]&=\tfrac29\cdot\tfrac34\cdot48\gamma=8\gamma,\\
E[gK_{12}]&=-\tfrac29(45+72-126)\gamma-\tfrac4{45}\cdot45\gamma
=(2-4)\gamma=-2\gamma .
\end{align}
The three numbers in the bracket come from $W^2$, $g^2/4$ and $-\frac72$ in $a$. For the third element expand
\begin{equation}
a^2=W^4+\tfrac1{16}g^4+\tfrac{49}4+\tfrac12W^2g^2-7W^2-\tfrac74g^2 .
\end{equation}
Term by term,
\begin{align}
E[a^2W^2g^5]&=(78.75+180+441+180-315-504)\gamma=60.75\gamma,\\
E[aW^4g^5]&=(78.75+90-157.5)\gamma=11.25\gamma,\\
E[gK_{22}]&=\left(\tfrac29\cdot60.75+\tfrac8{45}\cdot11.25
+\tfrac4{45}\cdot78.75\right)\gamma=22.5\gamma .
\end{align}
These elements were tested against 400\,000 sampled hard-sphere collisions, in which velocities and contact points were drawn at random and $\frac14g\,\Delta_j\cdot\Delta_k$ was averaged. All three agreed within five standard errors.

\subsection{Conductivity and $C$ for hard spheres}

With one Sonine term, $B_{11}=4\gamma n^2\pi d^2c_0$ and \eqref{system} give
\begin{equation}
b_1=\frac{15}{16\gamma n\pi d^2},\qquad
\kappa_1=\frac54nk_Bc_0b_1=\frac{75k_Bc_0}{64\gamma\pi d^2}
=\frac{75}{64d^2}\sqrt{\frac{k_B^3T}{\pi m}} .
\label{kappaone}
\end{equation}
The last step uses $c_0/(\gamma\pi)=\sqrt{k_BT/(\pi m)}$. The density has cancelled: a denser gas has more carriers with proportionally shorter paths.

With two terms, the second line of \eqref{system} gives $b_2/b_1=-B_{21}/B_{22}=2/22.5=4/45$. From the moments in Part I,
\begin{equation}
M_2=\frac1{\sqrt\pi}\left(\frac{35}8\cdot4-\frac72\cdot12+\frac12\cdot48\right)
=-\frac1{2\sqrt\pi},\qquad \frac{M_2}{M_1}=\frac14 ,
\end{equation}
and therefore
\begin{equation}
C=1+\frac4{45}\cdot\frac14=\frac{46}{45}\approx1.022 .
\end{equation}
Eight terms give $C=1.027$, and going from seven to eight changes $C$ by less than $2\times10^{-4}$. The conductivity with eight terms is 1.025 times $\kappa_1$. These are two separate corrections. One changes $\kappa$; the other changes the force at a given heat flux, because the higher terms deliver momentum although they carry no heat.

\subsection{A gas with $C=1$}

Suppose that scattering is isotropic but that the collision rate of a pair does not depend on its relative speed. Then $v_{rel}\sigma$ is constant, and $\mathcal L\boldsymbol\Psi_1$ is proportional to $f_0$ times the average over the partner's velocity of
\begin{equation}
\mathbf P_1-\overline{\mathbf P}_1=-t\mathbf g+\tfrac13g^2\mathbf W .
\end{equation}
Insert $t=\frac12(w^2-w_1^2)$, $\mathbf g=\mathbf w-\mathbf w_1$ and $\mathbf W=\frac12(\mathbf w+\mathbf w_1)$. Odd powers of $\mathbf w_1$ average to zero, $\langle w_1^2\rangle=\frac32$, and $\langle(\mathbf w\cdot\mathbf w_1)\mathbf w_1\rangle=\frac12\mathbf w$. The two terms become
\begin{align}
\langle-t\mathbf g\rangle&=-\tfrac12w^2\mathbf w+\tfrac34\mathbf w,\\
\langle\tfrac13g^2\mathbf W\rangle
&=\tfrac16\left(w^2+\tfrac32-1\right)\mathbf w
=\tfrac16w^2\mathbf w+\tfrac1{12}\mathbf w .
\end{align}
Their sum is $\frac13(\frac52-w^2)\mathbf w=\frac13\boldsymbol\Psi_1$. Hence $\mathcal L\boldsymbol\Psi_1$ is a multiple of $f_0\boldsymbol\Psi_1$, the first Sonine term alone solves the linearized Boltzmann equation, and $C=1$.

\subsection{How a finite radius enters}

Across the sphere the gas temperature changes by a fraction of order $R|\nabla\ln T|$. At uniform pressure the number of atoms arriving per area and time is $J\propto pT^{-1/2}$, so at the surface point $R\mathbf n$ it changes by the fraction $-\frac12R\,\mathbf n\cdot\nabla\ln T$. The pressure of the arriving atoms remains $p/2$, as does the recoil of specular ones. The recoil of diffusely emitted atoms, $JP_w=p/2$ on average, follows $J$. The extra force is
\begin{equation}
\delta\mathbf F=-\alpha\int\mathbf n\left(-\frac p4R\,\mathbf n\cdot\nabla\ln T\right)dS
=\frac{\pi\alpha}{3}pR^3\nabla\ln T ,
\label{size}
\end{equation}
because $\int n_in_j\,dS=\frac{4\pi}3R^2\delta_{ij}$. It points to the hot side and grows as $R^3$, so its ratio to $\mathbf F_{th}$ grows as $R/\lambda$. It gives a size, not the full correction: atoms that have left the sphere disturb the gas near it, with an effect of the same order in $R/\lambda$.

\subsection{An insulating particle}

A particle that conducts no heat violates condition (d) of the theorem however small $R/\lambda$ is, and if it emits diffusely the force on it changes. The deviation $\phi$ is odd in $\mathbf c$, so the energy flux that it brings to a surface element is half of a full-space integral, $-\frac12\mathbf q\cdot\mathbf n$. By the same argument it brings no extra atoms. Let the surface be fully diffuse and let the particle conduct no heat. Each element must then re-emit what it receives. If its temperature is $T+\delta$,
\begin{equation}
-\tfrac12\mathbf q\cdot\mathbf n=2k_BJ\delta,\quad J=\tfrac14n\bar v
\quad\Rightarrow\quad
\frac\delta T=-\frac{\mathbf q\cdot\mathbf n}{4k_BTJ}
=-\frac{\mathbf q\cdot\mathbf n}{p\bar v}.
\end{equation}
The recoil pressure $p/2$ varies as the square root of the surface temperature, hence by $\frac p4\,\delta/T=-\mathbf q\cdot\mathbf n/(4\bar v)$. Integrated over the sphere, this adds $\frac\pi3R^2\mathbf q/\bar v$ to the force. For $C=1$ the force rises by the factor
\begin{equation}
1+\frac{\pi/3}{32/15}=1+\frac{5\pi}{32}\approx1.49 .
\end{equation}
The side facing the hot gas is warmer and emits faster atoms, which push the particle towards the cold side. This factor applies to the force on a sphere that does not rotate; the drag of an insulating sphere must be recalculated before a drift velocity can be stated. A free particle like the one in the example below turns thermally at about $2\times10^6$ rad/s about each axis, while the gas needs tens of microseconds to warm even its outermost atomic layer. Rotation then partly averages out the temperature pattern, and the added force is smaller.

A non-rotating particle of conductivity $\kappa_p$ lies between the two limits. Its interior temperature is linear in position, so the flux conducted inward is $\kappa_p\delta/R$. With $h=k_Bn\bar v/2$, the balance $-\frac\alpha2\mathbf q\cdot\mathbf n-\alpha h\delta=\kappa_p\delta/R$ gives a relative addition to the one-term force of
\begin{equation}
\frac{5\pi\alpha}{32}\,\frac{\alpha h}{\alpha h+\kappa_p/R} .
\label{conduction}
\end{equation}
This depends on $R$. The particle has one temperature, as condition (d) requires, if $\alpha hR\ll\kappa_p$. In a given gas and for a given $\kappa_p>0$ this holds once $R$ is small enough.

\subsection{Example: a 50 nm particle in argon at 0.1 Torr}

Take argon at 300 K between wide parallel plates 2 cm apart, with a gradient of 10 K/cm in the gas. The atoms are hard spheres with the rough diameter 0.36 nm. The particle has $R=50$ nm and rough silica-like properties: density 2.2 g/cm$^3$, conductivity 1.4 W/(m\,K) and diffuse fraction $\alpha=0.9$.

The mean atomic speed is 399 m/s and the eight-term conductivity 0.01804 W/(m\,K), so the heat flux is $0.01804\times1000=18.04$ W/m$^2$. The force is
\begin{equation}
F_{th}=\frac{32}{15}\cdot\frac{1.0273\,(50\times10^{-9})^2\,18.04}{398.7}\ \mathrm N
=1.55\times10^{-7}\ \mathrm{eV/\text{\AA}},
\end{equation}
with $1\ \mathrm{eV/\text{\AA}}=1.602\times10^{-9}$ N. At $R=10$ nm it is $6.19\times10^{-9}$ eV/\AA, smaller by $5^2$. The drift speed is the same for both radii. With $p=0.1\ \mathrm{Torr}=13.33$ Pa,
\begin{equation}
V=\frac{1.0273\times18.04}{5\times13.33\,(1+0.9\pi/8)}\ \mathrm{m/s}
\approx20.5\ \mathrm{cm/s},
\end{equation}
or $9.39\times10^{-8}$ atomic units. In steady conduction between parallel plates $q$ is uniform, and at uniform $p$ so is $V$ for fixed $C$ and $\alpha$, except in thin layers near the plates. At this speed the particle crosses the gap in 97 ms; its weight, acting along the drift or against it, changes this to 93 or 102 ms. At the same heat flux a specular surface gives 27.8 cm/s and a fully diffuse one 20.0 cm/s; the surface matters more than the 2.7\% difference between $C=1$ and hard spheres.

The mean free path is 0.54 mm, so $R/\lambda=9\times10^{-5}$, and \eqref{size} is $2\times10^{-5}$ of the thermal force. The finite conductivity of the particle, by \eqref{conduction}, changes the force by about $10^{-7}$ of itself. The weight is 4.6\% of the thermal force and corresponds to settling at 0.94 cm/s. A particle 10 K hotter than the gas would drift 0.4\% more slowly, through the drag \eqref{drag}. The drift itself produces a small excess of this kind. With a rough heat capacity of 740 J/(kg\,K) the particle needs about 3 ms to adopt the gas temperature, so it stays about 0.7 K warmer than the colder gas it moves into. This is of second order in the gradient and lowers $V$ by about $3\times10^{-4}$ of itself. The stopping distance is 0.20 mm, and the Brownian spread along one axis during the crossing is 0.82 mm. The ratio $\lambda/L=0.027$, with $L$ the gap, is a reminder that near each plate, over a distance of order $\lambda$, the gas does not have the distribution used here.

These parameters lie in the regime of vacuum process tools in which a temperature difference is used to keep particles off a surface. The model conductivity is close to that of real argon, roughly 0.018 W/(m\,K) near room temperature. The value $C=1.027$ belongs to hard spheres, not to argon. With a Lennard-Jones potential for argon at 300 K, two Sonine terms give $C\approx1.01$ and a conductivity of 0.0177 to 0.0179 W/(m\,K), depending on the parameter set. At the same gradient the drift is then 19.8 to 20.1 cm/s, 2 to 4\% below the value above. Real tools can break the assumptions of no other force and of gas at rest. A field of 15 V/cm on one elementary charge equals the thermal force, so in a plasma, where particles carry charge, electric forces can decide the motion. A gas flow of 10 cm/s adds its own velocity, half of the drift found here. Making the protected surface the warmer one drives particles away from it when the conditions of the theorem hold and weight, electric force and gas flow towards it are together too weak to overcome the thermal drift. The protection is not complete: the particle of this example, launched towards the surface at 10 m/s, travels about 0.9 cm before the drag and the thermal force stop it, and Brownian motion can carry onto the surface a particle that starts close to it with its thermal velocity but without drift speed. The length scale is $k_BT/F_{th}\approx17$ micrometres; with the bulk force and drag the chance of reaching the surface is about 0.16 from 10 micrometres and 0.01 from 50. These distances are much smaller than $\lambda$, so they lie in the layer where the distribution used here does not hold, and the numbers are rough estimates. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Insulated diffuse sphere, force ratio (one term): 1.491
Hard-sphere factor C, 1 Sonine term: 1
Hard-sphere factor C, 2 Sonine terms: 1.02222
Hard-sphere factor C, 8 Sonine terms: 1.0273
Conductivity ratio, 8 terms to 1 term: 1.0252
Input gas temperature: 300 K
Input thermal energy k_B T: 0.02585 eV
Input pressure: 0.1 Torr
Input temperature gradient: 10 K/cm
Input gap: 2 cm
Input argon mass: 39.948 u
Input argon hard-sphere diameter (rough): 0.36 nm
Input particle radius: 50 nm
Input diffuse fraction alpha (rough): 0.9
Input particle density (rough): 2.2 g/cm3
Input particle conductivity (rough): 1.4 W/(m K)
Mean atomic speed: 398.7 m/s
Mean free path: 539.5 um
Conductivity, 1 Sonine term: 0.0176 W/(m K)
Conductivity, 8 Sonine terms: 0.01804 W/(m K)
Heat flux: 18.04 W/m2
Thermal force, R = 50 nm: 1.547e-07 eV/angstrom
Thermal force, R = 10 nm: 6.19e-09 eV/angstrom
Drift speed to cold side, alpha = 0.9: 20.55 cm/s
Same drift speed in atomic units: 9.392e-08 a.u.
Drift speed, alpha = 0: 27.81 cm/s
Drift speed, alpha = 1: 19.97 cm/s
Drift speed with C set to 1, alpha = 0.9: 20 cm/s
Time to cross the gap: 97.34 ms
Neglected: R / mean free path: 9.267e-05
Neglected: gas variation across sphere / thermal force: 2.112e-05
Neglected: mean free path / gap: 0.02698
Neglected: mean free path * gradient / T: 0.001798
Neglected: drift speed / mean atomic speed: 0.0005153
Neglected: particle conduction, relative force: 1.258e-07
Assumed particle excess temperature: 10 K
Relative drift change from that excess: -0.004298
Neglected: weight / thermal force: 0.04556
Settling speed: 0.9361 cm/s
Velocity relaxation time: 0.9546 ms
Stopping distance: 0.1961 mm
Brownian diffusion coefficient: 0.03432 cm2/s
Brownian rms spread during crossing: 0.8175 mm
Field giving equal force on one charge: 15.47 V/cm
\end{verbatim}
